# Diffusion Monte Carlo for an exciton with unequal masses

**Question**

My diffusion Monte Carlo (DMC) code works for electrons, where every particle has mass 1. I now want to treat an electron and a hole with masses $m_e$ and $m_h$, moving both particles explicitly. I was told to give particle $i$ a step variance $\tau/m_i$, to scale its drift by $1/m_i$, and to check that the energy is $-\mu/2$, with $\mu$ the reduced mass.

Three things stop me. I can't derive the two mass factors. I don't see what my walkers converge to, since nothing holds the pair in place. And if I put a wrong mass in the code, would the energy tell me?

**Answer**

I use $\hbar=e=4\pi\epsilon_0=1$ and the free-electron mass as the unit of mass, so energies are in hartree. The model has isotropic parabolic bands, no dielectric screening and no electron-hole exchange:

$$H=-\frac{\nabla_e^2}{2m_e}-\frac{\nabla_h^2}{2m_h}-\frac1r,\qquad \mathbf r=\mathbf r_e-\mathbf r_h .$$

**Which energy is being computed**

Let $M=m_e+m_h$, $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and $1/\mu=1/m_e+1/m_h$. The chain rule gives

$$\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad \nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r .$$

Square these, divide by the masses and add. The cross terms are $+2/M$ and $-2/M$ times $\nabla_R\cdot\nabla_r$, and they cancel:

$$\frac{\nabla_e^2}{m_e}+\frac{\nabla_h^2}{m_h}=\frac{m_e+m_h}{M^2}\nabla_R^2+\left(\frac1{m_e}+\frac1{m_h}\right)\nabla_r^2=\frac{\nabla_R^2}{M}+\frac{\nabla_r^2}{\mu}.$$

Thus $H=-\nabla_R^2/2M+h$, with $h=-\nabla_r^2/2\mu-1/r$. Since $\nabla^2e^{-\kappa r}=(\kappa^2-2\kappa/r)e^{-\kappa r}$,

$$h\,e^{-\kappa r}=\left[-\frac{\kappa^2}{2\mu}+\left(\frac{\kappa}{\mu}-1\right)\frac1r\right]e^{-\kappa r}.$$

The bracket is constant for $\kappa=\mu$, which gives $E_0=-\mu/2$. This eigenfunction, $\Phi_0=e^{-\mu r}$, is positive. The ground state of $h$ can also be chosen positive, and two positive functions cannot be orthogonal, so $\Phi_0$ is the ground state.

The centre of mass adds a kinetic energy that is zero or positive. In free space $-\mu/2$ is therefore the lower edge of a continuum, and no normalizable two-particle state has this energy. It is the internal energy of the pair. The walkers' distribution in $\mathbf r$ can settle while $\mathbf R$ spreads for ever. This is harmless if the guiding function depends on $r$ alone.

**Where the mass factors come from**

In imaginary time, $-\partial_t\Phi=(H-E_{\rm ref})\Phi$. Take a positive guiding function $\psi$ and let the walkers sample $f=\psi\Phi$. For either particle,

$$\nabla_i^2f=\psi\nabla_i^2\Phi+2\nabla_i\psi\cdot\nabla_i\Phi+\Phi\nabla_i^2\psi,$$

$$\nabla_i\cdot(f\nabla_i\ln\psi)=\nabla_i\cdot(\Phi\nabla_i\psi)=\nabla_i\Phi\cdot\nabla_i\psi+\Phi\nabla_i^2\psi .$$

Subtracting twice the second line from the first and rearranging gives

$$\psi\nabla_i^2\Phi=\nabla_i^2f-2\nabla_i\cdot(f\nabla_i\ln\psi)+f\,\frac{\nabla_i^2\psi}{\psi}. \tag{1}$$

Multiply the imaginary-time equation by $\psi$ and use (1) with the factor $1/2m_i$. The last term of (1) joins the potential to form the local energy $E_L=(H\psi)/\psi$:

$$\partial_tf=\sum_i\left[\frac{\nabla_i^2f}{2m_i}-\nabla_i\cdot\left(f\,\frac{\nabla_i\ln\psi}{m_i}\right)\right]-(E_L-E_{\rm ref})f. \tag{2}$$

The drift velocity is $\mathbf v_i=\nabla_i\ln\psi/m_i$. The diffusion constant is $D_i=1/2m_i$. Diffusion makes the variance of each Cartesian component grow at the rate $2D_i$, hence by $\tau/m_i$ in one step:

$$\mathbf r_i'=\mathbf r_i+\frac{\tau}{m_i}\nabla_i\ln\psi+\sqrt{\frac{\tau}{m_i}}\,\boldsymbol\xi_i , \tag{3}$$

where the components of $\boldsymbol\xi_i$ are independent normal numbers of unit variance. Both mass factors come from the same kinetic-energy operator.

**What the two steps do together**

Take $\psi=e^{-ar}$ and $\mathbf n=\mathbf r/r$. Then $\nabla_e\ln\psi=-a\mathbf n$ and $\nabla_h\ln\psi=+a\mathbf n$, so (3) gives

$$\Delta\mathbf R=\frac{\tau}{M}(-a\mathbf n+a\mathbf n)+\frac{\sqrt\tau}{M}\left(\sqrt{m_e}\,\boldsymbol\xi_e+\sqrt{m_h}\,\boldsymbol\xi_h\right),$$

$$\Delta\mathbf r=-\frac{\tau a}{\mu}\mathbf n+\sqrt\tau\left(\frac{\boldsymbol\xi_e}{\sqrt{m_e}}-\frac{\boldsymbol\xi_h}{\sqrt{m_h}}\right).$$

The drift of $\mathbf R$ vanishes. Its variance per component is $\tau(m_e+m_h)/M^2=\tau/M$, and that of $\mathbf r$ is $\tau/m_e+\tau/m_h=\tau/\mu$. Their covariance is $(\tau/M)(1-1)=0$. The step (3) thus contains a free walker of mass $M$ and, independently, a relative walker of mass $\mu$. The acceptance test added below depends on the relative coordinate alone, so the relative walk stays independent of $\mathbf R$. A rejection does, however, also hold $\mathbf R$ in place for that step.

**A guiding function that leaves DMC some work**

Write $a=g\mu$. From the action of $h$ on an exponential,

$$E_L=-\frac{a^2}{2\mu}+\left(\frac a\mu-1\right)\frac1r .$$

For $g=1$ this is $-\mu/2$ at every point, and the code would print the right answer wherever the walkers went. I therefore take $g=1.3$, which spoils the cusp at contact on purpose. In the density $\psi^2$,

$$\left\langle\frac1r\right\rangle=\frac{\int_0^\infty r\,e^{-2ar}dr}{\int_0^\infty r^2e^{-2ar}dr}=\frac{1/4a^2}{1/4a^3}=a,$$

so the variational energy is

$$E_V=\frac{a^2}{2\mu}-a=\mu\left(\frac{g^2}{2}-g\right)=-\frac\mu2+\frac\mu2(g-1)^2 .$$

DMC has to remove the excess $0.045\mu$. Choose $g>1$, not $g<1$. For $g>1$ the branching factor goes to zero at contact. For $g<1$ each end of a step contributes $e^{\tau(1-g)/2r}$ to it (step 3 below), whose average over a small volume around $r=0$ diverges.

**The algorithm**

1. Propose a move of both particles with (3).
2. Accept it with probability $\min(1,q)$, where

$$q=\frac{\psi^2(x')\,G(x\leftarrow x')}{\psi^2(x)\,G(x'\leftarrow x)},\qquad G(x'\leftarrow x)\propto\exp\left[-\sum_i\frac{m_i|\mathbf r_i'-\mathbf r_i-\tau\mathbf v_i|^2}{2\tau}\right].$$

The masses must appear here too, because $G$ is the density of the proposed step. Without branching, this test makes the relative coordinate sample $\psi^2$ and the mean energy equal $E_V$.

3. Multiply the walker's weight by $\exp\{-\tau[(E_L+E_L')/2-E_{\rm ref}]\}$, where $E_L'$ belongs to the position after the decision. Every ten steps, resample the walkers in proportion to their weights, keeping their number fixed.
4. Average $E_L$ with the weights. At long times the relative distribution tends to $f=\psi\Phi_0$, and because $h$ is hermitian,

$$\frac{\int f E_L\,d^3r}{\int f\,d^3r}=\frac{\int\Phi_0\,h\psi\,d^3r}{\int\Phi_0\psi\,d^3r}=-\frac\mu2 .$$

This limit assumes a vanishing time step and a large population.

**Numbers**

For $m_e=1$, $m_h=3$ we have $\mu=3/4$ and $a=1.3\times0.75=0.975$. With $\tau\mu=0.04$, $\tau=0.0533$. The step variances are $0.0533$ for the electron and $0.0533/3=0.0178$ for the hole, in bohr². Their sum, $0.0711$, is $\tau/\mu$. The variational energy is $0.75\,(0.845-1.3)=-0.3413$ hartree.

With 1200 walkers and 4000 steps after equilibration, the energies in hartree are as follows; the DMC errors are one standard error.

| $m_h/m_e$ | $E_V$ | DMC | $-\mu/2$ |
|---|---|---|---|
| 1 | −0.2275 | −0.2499 ± 0.0004 | −0.2500 |
| 3 | −0.3413 | −0.3752 ± 0.0005 | −0.3750 |
| 10 | −0.4136 | −0.4563 ± 0.0006 | −0.4545 |
| 100 | −0.4505 | −0.4960 ± 0.0008 | −0.4950 |

The numerical check accepts a deviation of four standard errors plus $0.003\mu$ for the finite time step. The row for ratio 10 lies almost three standard errors low. Three of the four rows lie below $-\mu/2$, in the direction of the time-step error shown below, so these deviations should not be read as pure scatter. All rows have $m_e=1$. As $m_h\to\infty$, the hole stops moving and the energy tends to $-1/2$, that of hydrogen with a fixed nucleus.

Since $\tau\mu$ and $g$ are the same in every row, measuring length in $1/\mu$ and energy in $\mu$ turns all four relative problems into one. What the rows test is whether two separate particle steps combine to the right $\mu$.

The time step matters. For ratio 3, $\tau\mu=0.16$ gives $-0.3813\pm0.0003$, which is $0.0063$ hartree, or 1.7%, below $-\mu/2$. At a finite time step the DMC energy is therefore not an upper bound here.

**Would a wrong mass show up?**

Suppose the drift, the noise and $G$ use masses whose reduced mass is $\mu'$, while $E_L$ keeps the correct $\mu$. In the relative coordinate, (2) becomes

$$\partial_tf=\frac{1}{2\mu'}\left[\nabla^2f-2\nabla\cdot(f\nabla\ln\psi)\right]-(E_L-E_{\rm ref})f .$$

By (1), the square bracket is $\psi\nabla^2\Phi-\Phi\nabla^2\psi$. Dividing by $\psi$ shows that the walk projects with

$$h'=-\frac{\nabla^2}{2\mu'}+\frac{\nabla^2\psi}{2\mu'\psi}+E_L=-\frac{\nabla^2}{2\mu'}+\frac{a^2}{2\mu'}-\frac{a^2}{2\mu}-\frac Zr,\qquad Z=1-\frac a\mu+\frac a{\mu'} .$$

This is again a hydrogen problem. Its ground state decays as $e^{-\kappa r}$ with $\kappa=\mu'Z=a-\delta$, where $\delta=(\mu'/\mu)(a-\mu)=\mu'(g-1)$. It is bound if $\kappa>0$, which for $g>1$ means $\mu'/\mu<g/(g-1)$, about 4.3 at $g=1.3$; what follows, including (4), holds only in that range. Its energy is

$$E'=\frac{a^2-\kappa^2}{2\mu'}-\frac{a^2}{2\mu}=\frac{2a\delta-\delta^2}{2\mu'}-\frac{g^2\mu}{2}=g(g-1)\mu-\frac{\mu'}2(g-1)^2-\frac{g^2\mu}2 .$$

The first and last terms add to $\mu(g^2/2-g)=E_V$. Because $E_V-E_0=\mu(g-1)^2/2$,

$$E'=E_V-\frac{\mu'}{\mu}\,(E_V-E_0). \tag{4}$$

The mixed estimator does return $E'$, since $h'\psi=E_L\psi$ by construction. Walkers that are too light remove only part of the variational error. Walkers that are too heavy remove more than all of it and end below the true energy.

For the 1:3 exciton, $E_V-E_0=0.03375$. Two deliberately wrong runs give:

- Both walkers with mass 1: $\mu'/\mu=2/3$, so (4) predicts $-0.34125-0.0225=-0.3638$. DMC gives $-0.3649\pm0.0004$, about three standard errors lower but well above $-0.3750$.
- Both walkers with mass 2, the mean mass: $\mu'/\mu=4/3$, so (4) predicts $-0.34125-0.0450=-0.3863$. DMC gives $-0.3865\pm0.0004$.

So when drift, noise and $G$ share the same wrong masses, the energy can reveal the mistake, with two blind spots. At $g=1$, $E_V=E_0$ and (4) gives $E'=E_0$ for any $\mu'$: a perfect guiding function hides the mistake. And $E'$ depends on the walk's masses through $\mu'$ alone, so interchanging the electron and hole masses in the walk leaves the energy unchanged.

The second mistake shows in the centre of mass. Before any rejection, the variance of $\Delta\mathbf R$ should be $\tau/M$, or $\tau/4$ for the 1:3 pair. With the masses interchanged in the step, the noise alone gives $\tau(m_e^2/m_h+m_h^2/m_e)/M^2=\tau(1/3+9)/16\approx0.58\,\tau$. The drift of $\mathbf R$ then no longer cancels either: it is $\tau a\,(m_h/m_e-m_e/m_h)\,\mathbf n/M=\tfrac23\tau a\,\mathbf n$. Averaged over walkers with all directions of $\mathbf n$, it adds $4a^2\tau^2/27$ per component, which brings the total to about $0.59\,\tau$ at the time step used here. For $m_e=m_h$ the noise part of this variance is $\tau/4\mu'$ and depends on $\mu'$ alone, like the energy; there the drift of $\mathbf R$ along $\mathbf n$ and the covariance of $\Delta\mathbf R$ with $\Delta\mathbf r$, both zero for the right masses, are the test.

A wrong mass in the drift alone, with $G$ built from that same drift, is a different case that (4) does not cover. The acceptance test still enforces $\psi^2$, so the error vanishes as $\tau\to0$, roughly as $\sqrt\tau$, and can pass for a time-step error. Its sign is a low acceptance: for the 1:3 pair with unit masses in the drift, about 80% instead of 99% at $\tau\mu=0.04$, with an energy near $-0.387$.

Check the moments of $\Delta\mathbf R$ and the acceptance rate as well as the energy, and check the energy with an imperfect $\psi$.

## Values computed for the example and the checks

```
Units: hartree atomic units, electron mass = 1
guiding exponent a/mu = 1.30; tau*mu = 0.040
walkers = 1200; burn-in steps = 500; block = 200 steps
Checks for m_h/m_e = 3:
  mu = 0.7500 m_e; M = 4.0 m_e; a = 0.9750 1/bohr
  tau = 0.05333 hbar/hartree
  test distance r = 1.60312 bohr
  E_L finite difference = -0.446615 hartree
  E_L formula           = -0.446615 hartree
  step variance of R: sampled 0.01333, tau/M 0.01333 bohr^2
  step variance of r: sampled 0.07103, tau/mu 0.07111 bohr^2
  largest |correlation| of R and r steps = 0.0046
  E_V quadrature = -0.341250 hartree; formula = -0.341250
  E_0 radial grid = -0.374991 hartree; -mu/2 = -0.375000
DMC, 4000 steps: m_h/m_e, mu, E_V, E_DMC, error, -mu/2 (hartree)
      1 0.50000 -0.22750 -0.24991 0.00043 -0.25000; accepted 99.19 %
      3 0.75000 -0.34125 -0.37524 0.00052 -0.37500; accepted 99.18 %
     10 0.90909 -0.41364 -0.45630 0.00061 -0.45455; accepted 99.20 %
    100 0.99010 -0.45050 -0.49601 0.00077 -0.49505; accepted 99.19 %
Further runs for m_h/m_e = 3 (hartree):
  no branching, 2000 steps: -0.34108 +- 0.00047; E_V -0.34125
  tau*mu = 0.16, 2000 steps: -0.38130 +- 0.00032; accepted 94.76 %
  both mass 1: mu_walk = 0.500 m_e; DMC -0.36491 +- 0.00039
    predicted -0.36375; radial grid -0.36373
  both mass 2: mu_walk = 1.000 m_e; DMC -0.38654 +- 0.00039
    predicted -0.38625; radial grid -0.38625
```
